# Reduction enthalpy of an oxide from its electron conductivity

## Problem

An undoped oxide is held in oxygen gas at a fixed pressure and heated. Its conductivity is carried by electrons. A plot of $\ln(\sigma T)$ against inverse temperature is straight, with an activation energy of 1.9 eV, of which 0.2 eV is the barrier for an electron to hop between cations. The electrons are released when oxygen leaves the crystal, and each vacancy left behind is doubly ionised. What is the enthalpy of reduction per oxygen atom removed? Under which conditions can the answer be trusted?

The reaction is

$$\mathrm{O(lattice)} \;\rightleftharpoons\; V^{2+} + 2e^- + \tfrac12\,\mathrm{O_2(gas)},$$

and $\Delta H$ is its standard enthalpy at the measuring temperature. The algebra uses atomic units, so the electron charge is 1, and $\beta = 1/(k_BT)$. The activation energy of a quantity $X$ means $-d\ln X/d\beta$ at fixed oxygen pressure $p$. Electron and vacancy densities are $n$ and $[V]$, and $E_n$ is the activation energy of $n$.

## First estimate by scaling

Conductivity is density times mobility, so activation energies add. The part that belongs to the density is

$$E_n = 1.9 - 0.2 = 1.7\ \text{eV}.$$

Removing one oxygen atom costs $\Delta H$ and puts three separate particles into the solid: one vacancy and two electrons. If each occupies a fraction $x\ll1$ of its sites, adding one more gains a configurational entropy of about $k_B\ln(1/x)$. Equilibrium is reached when the gain from three particles pays the cost:

$$3\,k_BT\ln\frac1x \sim \Delta H \quad\Rightarrow\quad x\sim e^{-\beta\Delta H/3}.$$

The density therefore shows one third of the enthalpy, and $\Delta H\sim 3\times1.7 = 5.1$ eV.

This estimate ignores the entropy of the gas and of the lattice vibrations, treats vacancies and electrons as equally numerous, and does not say at which temperature $\Delta H$ is meant. The full solution must show whether these omissions change the factor 3.

## Solution for the ideal oxide

### Counting the defects

Take a crystal with $N$ cations and $2N$ oxygen sites. Assume that

1. the oxide is pure, so vacancies and electrons are the only charges;
2. each electron sits on one cation, and no cation holds two;
3. defects interact only by excluding each other from a site.

Neutrality ties $v$ vacancies to $2v$ electrons. The partition sum is

$$Z=\sum_v \binom{2N}{v}\binom{N}{2v}\,w^v,\qquad w=e^{-\beta\Delta g}.$$

Here $\Delta g$ is the free energy of one reduction event without the entropy of placing the defects, which the binomials count. It contains the 0 K reaction energy, the change in vibrational free energy, the spin entropy of the electrons and $\tfrac12\mu_{\mathrm{O_2}}$.

The sum is dominated by the term at which neighbouring terms are equal. From $v$ to $v+1$ the first binomial grows by $(2N-v)/(v+1)$ and the second by $(N-2v)(N-2v-1)/[(2v+1)(2v+2)]$. Hence

$$\frac{(2N-v)(N-2v)(N-2v-1)}{(v+1)(2v+1)(2v+2)}\,w=1.$$

For $1\ll v\ll N$ this becomes $2N^3w = v(2v)^2$. With $x=2v/N$ electrons per cation, division by $N^3$ gives

$$2w=\frac{x}{2}\,x^2\quad\Rightarrow\quad x^3=4w.$$

In an ideal gas $\mu_{\mathrm{O_2}}=\mu^\circ(T)+k_BT\ln p$, with $p$ in units of the standard pressure. The term $\tfrac12\mu_{\mathrm{O_2}}$ thus puts a factor $p^{-1/2}$ into $w$. If $c$ is the cation density, then $n=cx$ and $[V]=cx/2$, and the same result reads

$$[V]\,n^2 = 2c^3w \equiv K(T)\,p^{-1/2}.$$

This is the law of mass action. Inserting $[V]=n/2$,

$$n=(2K)^{1/3}\,p^{-1/6}.$$

### From equilibrium constant to enthalpy

Write $\Delta g=\Delta h-T\Delta s$. At fixed pressure $d\Delta g/dT=-\Delta s$, and $dT/d\beta=-k_BT^2$. Therefore

$$\frac{d(\beta\Delta g)}{d\beta}=\Delta g+\beta(-\Delta s)(-k_BT^2)=\Delta g+T\Delta s=\Delta h.$$

The enthalpy of an ideal gas does not depend on pressure, so $\Delta h$ is the standard enthalpy $\Delta H(T)$. With thermal expansion neglected, $c$ is constant and

$$-\frac{d\ln K}{d\beta}=\Delta H(T),\qquad E_n=\frac{\Delta H(T)}{3}.$$

Entropies alter the density but do not appear separately in its slope. Heat contents do appear, and they are already part of $\Delta H(T)$.

### Adding the mobility

An electron that hops a distance $a$ at a rate $\nu e^{-\beta E_m}$ has diffusivity $D=a^2\nu e^{-\beta E_m}$. This defines $\nu$, with geometric factors included; it is taken as independent of temperature. The Einstein relation gives the mobility

$$\mu=\beta D=a^2\nu\,\beta\,e^{-\beta E_m}.$$

Since $\sigma=n\mu$ in atomic units, the factor $\beta$ cancels the temperature dependence of $T$ in $\sigma T$:

$$-\frac{d\ln(\sigma T)}{d\beta}=\frac{\Delta H}{3}+E_m .$$

Setting this equal to 1.9 eV with $E_m=0.2$ eV,

$$\boxed{\Delta H=3(1.9-0.2)=5.1\ \text{eV}}$$

per oxygen atom removed. An error in either activation energy is tripled: 0.05 eV in the slope becomes 0.15 eV in $\Delta H$.

The kind of plot matters. In a plot of $\ln\sigma$ the factor $\beta$ survives, and the mobility contributes $E_m-k_BT$. If the 1.9 eV had come from such a plot, with 0.2 eV still the hopping barrier, the result would be $3(1.9-0.2+k_BT)$. At 1300 K, where $k_BT=0.112$ eV, that is 5.44 eV. The prefactor of the hopping rate matters in the same way. A constant $\nu$ describes adiabatic hopping. For non-adiabatic hopping $\nu\propto T^{-1/2}$, the slope of $\ln(\sigma T)$ is $\Delta H/3+E_m-k_BT/2$, and 1.9 eV would give 5.27 eV.

## A numerical case

Consider a model oxide measured between 1200 and 1400 K in 160 Torr of oxygen. It has $2.5\times10^{22}$ cations per cm³, electron hops of 0.38 nm and $\nu=10^{13}$ s⁻¹. The gas molecule has a vibrational quantum of 0.196 eV. Each lost oxygen atom removes three lattice modes of 0.05 eV, and softer vibrations around the vacancy add an entropy of $6k_B$. These are rough choices. The 0 K reaction energy is set so that $\Delta H=5.10$ eV at 1300 K. The calculation therefore tests the inference; it does not predict the enthalpy of a material.

The softening entropy is held constant, so it adds no heat content in this model. The difference between $\Delta H$ and the model's 0 K energy is then half the heat content of O₂ minus that of the lost modes. Translation, rotation and the $pV$ term give the molecule $\tfrac72k_BT$, so

$$\tfrac12\left(3.5\times0.112+\frac{0.196}{e^{0.196\beta}-1}\right)-\frac{3\times0.05}{e^{0.05\beta}-1}\approx0.217-0.267=-0.050\ \text{eV}.$$

The model's 0 K energy is thus 5.150 eV. Two contributions of 0.2 to 0.3 eV largely cancel in this model. In a real crystal the softened modes contribute as well. If the $6k_B$ are spread over thirty modes of 0.05 eV, each quantum falls to about 0.041 eV and the heat content rises by about 0.12 eV, enough to change the sign of the correction to a 0 K energy that already contains zero-point motion. The same softening lowers the zero-point energy by about 0.14 eV, so measured from a static-lattice energy its net effect is only about $-0.02$ eV. Before a calculated energy is compared with the measured enthalpy, it needs the heat contents of all changed modes, and their zero-point energies if these were left out.

Direct summation of $Z$ for $10^8$ cations gives $1.5919\times10^{-4}$ electrons per cation at 1300 K, against $1.5922\times10^{-4}$ from $x^3=4w$. The relative difference, between 1 and 2 parts in $10^4$, is of the order of the site fractions dropped in the dilute limit. The summed density has an activation energy of 1.6998 eV and varies as $p^{-0.1667}$, in agreement with $\Delta H/3$ and $p^{-1/6}$.

The electron density is $3.98\times10^{18}$ cm⁻³ and the mobility 0.0216 cm²/Vs. In engineering units the electron charge returns:

$$\sigma=(1.602\times10^{-19})(3.98\times10^{18})(0.0216)=1.38\times10^{-2}\ \text{S/cm}.$$

Conductivities computed at five temperatures rise from $3.63\times10^{-3}$ S/cm at 1200 K to $4.30\times10^{-2}$ S/cm at 1400 K. A straight line through $\ln(\sigma T)$ has a slope of 1.900 eV and returns 5.10 eV. A line through $\ln\sigma$ has a slope of 1.788 eV. Subtracting the full 0.2 eV from that slope would give 4.77 eV, too low by $3k_BT$.

## Comparison of the estimate and the solution

The estimate and the solution agree on 5.1 eV but differ greatly in density. Scaling gives

$$x\sim e^{-1.7/0.112}\approx2.6\times10^{-7},$$

about 600 times below the counted value. Since $x^3=4w$, this factor enters cubed: the estimate has left out $3\ln600\approx19$ units of $k_B$ per reduction event. They come from the entropy of half an O₂ molecule, the changed vibrations, the electron spins and the factor 4 from site counting.

None of this spoils the slope, because a constant factor in $K$ vanishes from $d\ln n/d\beta$, and the temperature dependence of the entropy is accounted for by $\Delta H(T)$. The factor 3 rests on something else: all three particles must vary together. That is a statement about neutrality, and impurities can break it.

## When the oxide is not pure

Let the crystal contain a fixed density $A$ of acceptors, each with charge $-1$. Neutrality becomes $n+A=2[V]$, and mass action gives

$$n^2(n+A)=2K\,p^{-1/2}.$$

Take the logarithm and differentiate. Because $d\ln(n+A)=\dfrac{n}{n+A}\,d\ln n$,

$$\left(2+\frac{n}{n+A}\right)d\ln n=-\Delta H\,d\beta-\tfrac12\,d\ln p .$$

Reading off the slope at fixed $p$, and the exponent $m$ in $n\propto p^{-m}$ at fixed $T$,

$$E_n=\frac{\Delta H}{2+n/(n+A)},\qquad m=\frac{1}{2\,[2+n/(n+A)]}.$$

For $A\ll n$ these are $\Delta H/3$ and $1/6$. For $A\gg n$ the acceptors fix the number of vacancies, only the two electrons vary, and the values become $\Delta H/2$ and $1/4$. Direct summation with 1% acceptors gives 2.547 eV and 0.2497, close to this second limit. If 1.7 eV were the activation energy of the electron density in such a sample, the enthalpy would be 3.4 eV.

The unknown doping drops out of the ratio:

$$\Delta H=\frac{E_n}{2m}.$$

A pressure series of the electronic conductivity at one temperature therefore shows whether the factor 3 applies, and supplies the right factor if it does not. The relation needs fixed, fully ionised acceptors, non-interacting defects, a negligible hole current and a mobility independent of pressure. If the total conductivity is used, the current carried by vacancies must also be negligible, which heavy acceptor doping can prevent.

With 100 acceptors per million cations, the pure-oxide value $x_0=1.592\times10^{-4}$ changes to the root of $x^2(x+10^{-4})=x_0^3$, which is $x\approx1.32\times10^{-4}$. Then $n/(n+A)\approx0.569$ and $E_n=5.10/2.569\approx1.985$ eV. Tripling this would give 5.96 eV. The summed exponent is $m=0.1946$, and $1.985/(2\times0.1946)=5.10$ eV recovers the enthalpy.

An exponent of $1/4$ has a second possible cause. If every vacancy keeps one electron, then $[V^+]=n$ and $[V^+]n=K_1p^{-1/2}$, so

$$n=K_1^{1/2}p^{-1/4},\qquad E_n=\Delta H_1/2 .$$

Here $\Delta H_1$ is the enthalpy for making a singly ionised vacancy, lower than $\Delta H$ by the binding energy of the retained electron. Take that binding as the Coulomb energy of charges 2 and $-1$ at 0.235 nm in a medium of relative permittivity 25, which is 0.49 eV. Then $\Delta H_1=4.61$ eV, and the summed slope is 2.305 eV, half of it. The exponent alone cannot distinguish this case from heavy acceptor doping, and $E_n/(2m)$ then yields $\Delta H_1$.

## What the ideal model leaves out

**Attraction between defects.** In Debye–Hückel theory a charge $z$ lowers its free energy by $z^2\ell\kappa k_BT/2$, where $\ell$ is the distance at which two unit charges interact with energy $k_BT$ and $1/\kappa$ is the screening length. One vacancy and two electrons have $\sum z^2=4+1+1=6$, so $K$ is multiplied by $e^{g}$ with $g=3\ell\kappa$. At constant permittivity $\ell\propto\beta$ and $\kappa\propto(\beta n)^{1/2}$, hence $g\propto\beta^{3/2}n^{1/2}$. Differentiating $3\ln n=\text{const}+\ln K+g$ gives

$$-3E_n=-\Delta H+g\left(\tfrac32k_BT-\tfrac12E_n\right)\;\Rightarrow\;E_n=\frac{\Delta H-\tfrac32g\,k_BT}{3-g/2}.$$

The density rises by a factor 1.167, so $g=3\ln1.167=0.463$ and $E_n=5.022/2.768=1.814$ eV. Tripled, this reads 5.44 eV. The same steps at fixed temperature give $m=1/[2(3-g/2)]$, so $E_n/(2m)=\Delta H-\tfrac32g\,k_BT=5.02$ eV, which is much closer to 5.10 eV. The screening length is 3.33 nm. The theory treats defects as point charges and is used here to indicate a size. Acceptors and the vacancies that balance them add to the screening. With 1% acceptors $g$ is about 3.4; the same theory then lowers $E_n$ from 2.55 to 2.27 eV and $E_n/(2m)$ to 4.5 eV, or to 2.38 and 4.8 eV for an ion size of 0.235 nm. At such coupling neither the ideal model nor Debye–Hückel theory is quantitative, and the figures given for 1% acceptors describe non-interacting defects only.

**Trapped electrons.** With the 0.49 eV binding and four cations next to each vacancy, the ratio of singly to doubly ionised vacancies is 0.051. The apparent enthalpy becomes 5.13 eV. Trapping and Debye–Hückel attraction both describe the Coulomb force. Each shift is computed here without the other, so their sum should not be read as the combined effect. That would need a theory which also treats the repulsion between like charges at short range.

**Ionic current.** Vacancies also move. For jumps of 0.27 nm over a barrier of 0.6 eV, with the same $\nu$, charge 2 and $[V]=n/2$, their share relative to the electrons is

$$\frac{2^2}{2}\left(\frac{0.27}{0.38}\right)^2e^{-(0.6-0.2)/0.112}\approx0.028 .$$

This raises the apparent enthalpy to 5.13 eV. The small share holds for the pure oxide. Acceptors add vacancies and remove electrons: with 1% acceptors the same jump data give an ionic current about 14 times the electronic one at 1300 K if the defects do not interact, and roughly 3 to 5 times in Debye–Hückel estimates. The total conductivity then no longer reveals $E_n$ or $m$, and the electronic part must be measured separately.

**Holes.** Let each hole sit on one oxygen ion, and give holes and electrons two spin states each. Per cation there are then 2 electron states and 4 hole states, so the product of the two site densities is $8e^{-\beta E_g}$ for a gap $E_g$. With $E_g=3$ eV there are $8e^{-\beta E_g}/x^2\approx7\times10^{-4}$ holes per electron at 1300 K, too few to disturb neutrality noticeably. Acceptors raise this ratio by removing electrons: with 1% acceptors it is about 0.05. If holes were then as mobile as electrons, $E_n/(2m)$ taken from their joint current would read about 5.4 eV instead of 5.10 eV. Both figures hold for non-interacting defects; Debye–Hückel estimates put the hole ratio at 0.01 or below at this doping.

In this example impurities and Coulomb attraction are the main concerns. Both raise the apparent enthalpy of a pure or lightly doped sample (at 1000 ppm and 1% of acceptors the attraction lowers $E_n$ instead), but their sizes change in opposite directions with pressure. Lower oxygen pressure makes more electrons, which reduces the influence of acceptors but strengthens the interactions.

## Relation to real oxides and gate stacks

The parameters lie roughly in the regime of ceria, a reducible high-permittivity oxide whose electrons hop between cations, but the 5.1 eV comes from the data of the exercise and is imposed on the model, so it is not a result for ceria. It also rests on the 0.2 eV barrier: with a barrier of 0.4 eV, nearer to what is usually reported for ceria, the same slope would give 4.5 eV. Purity is a demanding assumption: in the model, 10 ppm of acceptors shifts the apparent value to 5.20 eV, and 100 ppm to 5.96 eV. Hafnia, which is used as a gate oxide, is harder to reduce, so its intrinsic regime is easier for impurities to hide.

A gate stack also breaks the condition of fixed oxygen pressure. Suppose the film exchanges oxygen with a neighbouring metal and its oxide, from which releasing an oxygen atom as gas costs $H_b$. Then $p^{1/2}\propto e^{-\beta H_b}$, and the activation energy of $K p^{-1/2}$ is $\Delta H-H_b$. As long as the defects stay dilute and the film is neutral by itself, tripling $E_n$ would yield this difference instead of $\Delta H$. A film thinner than its screening length need not be neutral: it can exchange electrons with its contacts, which then help to set its electron density. A neighbour that binds oxygen strongly can make $p$ so low that the film leaves the dilute limit, and then the formula no longer applies.

At a temperature of use of 400 K and 160 Torr of oxygen, the law of mass action with holes left out gives about $4\times10^3$ electrons per cm³ in the pure model oxide, against $4\times10^{18}$ at 1300 K. Holes are no longer negligible at 400 K: electron–hole pairs across the 3 eV gap would alone give $c\sqrt8\,e^{-\beta E_g/2}\approx9\times10^3$ electrons per cm³. Either way, very few vacancies remain in equilibrium. An appreciable vacancy density in a working device would need another origin, such as incomplete reoxidation after processing, oxygen uptake by an electrode, or acceptors. The high-temperature slope gives the energy cost of reduction; it does not give the number of vacancies in the finished film.

## Computed results

```
Given activation energy of conductivity: 1.9 eV
Given mobility share: 0.2 eV
Inferred reduction enthalpy: 5.10 eV
Middle temperature: 1300 K
Thermal energy k_B T: 0.1120 eV
Oxygen pressure: 160 Torr
Cation density: 2.50e+22 cm^-3
Model reaction energy at 0 K: 5.150 eV
Enthalpy minus 0 K energy: -0.050 eV
Electrons per cation, counted: 1.5919e-04
Electrons per cation, mass action: 1.5922e-04
Electron density: 3.98e+18 cm^-3
Electron mobility: 0.0216 cm^2/(V s)
Conductivity: 1.38e-02 S/cm
Pure: activation energy of n: 1.6998 eV
Pure: pressure exponent m: 0.1667
1% acceptors: activation energy of n: 2.5474 eV
1% acceptors: pressure exponent m: 0.2497
Singly ionised: own reduction enthalpy: 4.610 eV
Singly ionised: activation energy of n: 2.3051 eV
Singly ionised: pressure exponent m: 0.2500
100 ppm acceptors: activation energy of n: 1.9852 eV
100 ppm acceptors: pressure exponent m: 0.1946
100 ppm acceptors: H from E_n/(2m): 5.100 eV
Simulated conductivity at 1200 K: 3.631e-03 S/cm
Simulated conductivity at 1250 K: 7.275e-03 S/cm
Simulated conductivity at 1300 K: 1.379e-02 S/cm
Simulated conductivity at 1350 K: 2.488e-02 S/cm
Simulated conductivity at 1400 K: 4.296e-02 S/cm
Fitted slope of ln(sigma T): 1.9000 eV
Fitted slope of ln(sigma): 1.7884 eV
H if 0.2 eV is taken off the ln(sigma) slope: 4.765 eV
Apparent H = 3(E_cond - E_mob) with one neglected effect added:
  10 ppm acceptors: 5.205 eV
  100 ppm acceptors: 5.956 eV
  Debye-Hueckel attraction: 5.442 eV
  one electron trapped at vacancies: 5.130 eV
  ionic current: 5.133 eV
Debye length: 3.33 nm
Density ratio, with/without Debye-Hueckel: 1.167
Continuum binding of electron to vacancy: 0.490 eV
Singly/doubly ionised vacancy ratio: 0.0511
Ionic/electronic conductivity ratio: 0.0284
Hole/electron density ratio: 7.4e-04
Equilibrium electron density at 400 K: 4.4e+03 cm^-3
```
